\section*{Counting electrons in a gated nanosheet: leading order and end correction}

\section{A channel small enough to count}

In a nanosheet transistor, current flows through a thin silicon sheet with the gate wrapped around it. Take a sheet of width $W=30$ nm and thickness $T=5$ nm, covered over a gate length $L=15$ nm. When the transistor is on, the gate draws in electrons at a surface density of about $n_s=10^{13}\ \mathrm{cm^{-2}}$. How many electrons is that?

The answer depends on which area the density refers to. Here $n_s$ is the number of electrons per unit area of silicon surface facing the gate. The drain voltage is first taken to be small, and the influence of source and drain on the ends of the channel is ignored, so that the density is the same all along the gate. Let $x$ run along the gate length, $y$ across the width and $z$ through the thickness. The two faces perpendicular to $x$ join the source and drain; they are not gated and do not count.

It is convenient to work with the line density $\lambda$, the number of electrons per unit length of gate, so that $N=\lambda L$. The sheet is wider than it is thick, which suggests an expansion for large $W$: the wide faces give the leading term, and the ends at $y=0$ and $y=W$ give the first correction.

\section{Leading term and the simplest correction}

Since $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$, the density is $n_s=0.100\ \mathrm{nm^{-2}}$. The top and bottom faces together contribute
\begin{equation}
\lambda_0=2n_sW=2(0.100)(30)=6.00\ \mathrm{nm^{-1}},\qquad \lambda_0L=90 .
\end{equation}
The simplest treatment of the ends gives the two narrow faces the same surface density:
\begin{equation}
\lambda_{\rm surf}=2n_sW+2n_sT=2n_s(W+T).
\label{eq:surface}
\end{equation}
The perimeter is $2(30+5)=70$ nm, the gated area is $70\times15=1050\ \mathrm{nm^2}$, and
\begin{equation}
N_{\rm surf}=n_s\,2(W+T)L=0.100\times1050=105 .
\label{eq:estimate}
\end{equation}
The narrow faces supply 15 of these electrons. The relative size of the correction is $T/W=1/6$.

If $10^{13}\ \mathrm{cm^{-2}}$ had instead been quoted per unit area of footprint, $W\times L$, the count would be $0.100\times30\times15=45$. Conversely, 105 electrons correspond to a footprint density of $2.33\times10^{13}\ \mathrm{cm^{-2}}$. A density quoted for a nanosheet therefore needs its reference area stated.

\section{What the surface density means in a thin sheet}

Far from the ends, the sheet is symmetric about its middle plane, so the electric field normal to that plane vanishes there. Apply Gauss's law to a flat box reaching from the middle plane to just outside one wide face. It encloses $n_s$ electrons per unit area, and all the flux leaves through the outer side. The magnitudes of the fields on the two sides of the silicon surface are therefore
\begin{equation}
E_{\rm ox}=\frac{qn_s}{\epsilon_{\rm ox}},\qquad
E_{\rm Si}=\frac{qn_s}{\epsilon_{\rm Si}},
\end{equation}
where $q$ is the elementary charge. With relative permittivities 3.9 for the oxide and 11.7 for silicon, these are 4.64 and 1.55 MV/cm. The oxide holds no charge, so its field is uniform, and a layer of thickness $t=1.0$ nm drops
\begin{equation}
V_{\rm ox}=\frac{qn_st}{\epsilon_{\rm ox}}=0.464\ \mathrm V .
\end{equation}

This argument fixes the charge in each half of the sheet but does not place it at the surface. Electrons are waves, and in the model used below their wave functions vanish at the silicon walls. The mean distance of the charge from the nearer wide face then comes out as $d=1.38$ nm. A uniform filling of the sheet would give $T/4=1.25$ nm. The charge thus occupies the body of the sheet, and $n_s$ is a way of assigning each half of it to a face. For the wide faces this assignment is consistent by symmetry. At the ends no such symmetry is available, and equation (\ref{eq:surface}) needs examination.

\section{The form of the expansion}

Let $s(y)$ be the electron density integrated through the thickness, so that $s=2n_s$ far from both ends. Adding and subtracting this value gives
\begin{equation}
\lambda(W)=\int_0^W s(y)\,dy
=2n_sW+\int_0^W\left[s(y)-2n_s\right]dy .
\label{eq:split}
\end{equation}
If an end disturbs $s$ over a distance $\ell\ll W$, the last integrand is appreciable only near the two ends. Each contribution can then be computed as though the other end were infinitely far away. With $s_\infty(y)$ the density near a single end,
\begin{equation}
\lambda(W)\simeq2n_sW+\lambda_{\rm end},\qquad
\lambda_{\rm end}=2\int_0^\infty\left[s_\infty(y)-2n_s\right]dy .
\label{eq:asymptotic}
\end{equation}
The factor 2 counts the ends. The first correction is a constant independent of $W$. The surface picture assigns it the value $2n_sT=1.00\ \mathrm{nm^{-1}}$.

The distance $\ell$ can be estimated. Let $U$ be the potential energy of an electron and $n$ the electron density. Poisson's equation for the electrostatic potential $\phi$ is $\nabla\cdot(\epsilon\nabla\phi)=qn$, because the charge density is $-qn$. Substituting $\phi=-U/q$ gives
\begin{equation}
-\nabla\cdot(\epsilon\nabla U)=q^2n .
\label{eq:poisson}
\end{equation}
Consider a small disturbance $\delta U$ and assume a local response $\delta n=-\chi(z)\,\delta U$ with $\chi\ge0$, since electrons leave places where their energy is raised. Try $\delta U=g(z)e^{-\kappa y}$, with $g=0$ at the two gates. Two derivatives in $y$ give $\kappa^2$, so
\begin{equation}
-(\epsilon g')'+q^2\chi g=\kappa^2\epsilon g .
\end{equation}
Multiply by $g$ and integrate between the gates. The first term is integrated by parts, and its boundary part vanishes because $g$ does:
\begin{equation}
\kappa^2=\frac{\int\left(\epsilon g'^2+q^2\chi g^2\right)dz}{\int\epsilon g^2\,dz}.
\end{equation}
The smallest $\kappa^2$ is the minimum of this quotient over all admissible $g$. The electron term is never negative, so in this local model the electrons can only shorten the decay. Without them, and with a single permittivity throughout, the slowest solution is a half sine wave across the gate spacing $T+2t=7$ nm, giving $\ell=1/\kappa=7/\pi\approx2.2$ nm. The oxide has one third of the permittivity of silicon, so each 1 nm layer acts roughly like 3 nm of silicon. The spacing then becomes about 11 nm and $\ell\approx3.5$ nm. Either value is well below 30 nm. This estimate ignores the interference of electron waves reflected at the end walls, so the form (\ref{eq:asymptotic}) also needs a direct check.

\section{The first correction from the full cross-section}

To find $\lambda_{\rm end}$, the electron waves and the potential must be determined together. In the effective-mass approximation, each wave function in the cross-section satisfies
\begin{equation}
\left[-\frac{\hbar^2}{2m_y}\frac{\partial^2}{\partial y^2}
-\frac{\hbar^2}{2m_z}\frac{\partial^2}{\partial z^2}+U\right]\psi_j=E_j\psi_j,
\end{equation}
with $\psi_j=0$ at the silicon walls. Silicon has six conduction-band valleys, forming three pairs. The heavy mass, $0.916$ electron masses, lies along $x$, $y$ or $z$ according to the pair, and the other two masses are $0.19$. The sheet's edges are taken along the cube axes of the crystal.

Motion along $x$ is free. The number of electrons per unit length in level $j$ follows by summing the Fermi function over the wave number $k$. Two spins and two valleys give a factor 4:
\begin{equation}
\nu_j=4\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,
\frac{1}{1+\exp\left[(E_j+\hbar^2k^2/2m_x-\mu)/k_BT_0\right]} .
\end{equation}
Here $\mu$ is the Fermi level and $T_0=300$ K. The density $n=\sum_j\nu_j|\psi_j|^2$ enters equation (\ref{eq:poisson}), whose solution returns a new $U$, and the cycle is repeated until $U$ stops changing. The energy zero is set by $U=0$ at the gate.

The comparison must state what is held fixed. Here it is the gate drive, meaning $\mu$ measured from this zero. It is chosen so that an infinitely wide sheet holds exactly the stated $n_s$ per face, which requires 0.70 to 0.71 eV, depending on the grid. The finite sheet is then solved at the same drive. Two widths give
\begin{equation}
\lambda(30\ \mathrm{nm})=6.696\ \mathrm{nm^{-1}},\qquad
\lambda(15\ \mathrm{nm})=3.696\ \mathrm{nm^{-1}} .
\end{equation}
Their difference divided by 15 nm is $0.200\ \mathrm{nm^{-2}}$, which is $2n_s$. Removing the leading terms, 6.000 and 3.000, leaves the same remainder in both cases:
\begin{equation}
\lambda_{\rm end}=0.70\ \mathrm{nm^{-1}} .
\end{equation}
This supports the constant correction in equation (\ref{eq:asymptotic}) down to a width of 15 nm. Refining the grid spacing from $1/2$ to $1/3$ nm, with the drive readjusted to keep $n_s$, changes the line density of the 15 nm sheet by $-0.2\%$. That is about $0.01\ \mathrm{nm^{-1}}$. The error remaining on the coarser grid can be somewhat larger than this change, so the second digit of $\lambda_{\rm end}$ is uncertain by one or two units.

The corrected count is
\begin{equation}
N=(2n_sW+\lambda_{\rm end})L=(6.00+0.70)\times15\approx100 .
\end{equation}
It lies 4 to 5\% below the surface estimate of 105 (4.3\% on the grid used, with the second digit not converged). The agreement in the total is better than the agreement in the correction itself: the surface picture gives an end charge of 1.00 where the cross-section gives 0.70. The total is insensitive to this because the leading term dominates. For the 15 nm wide sheet the same end charge would matter about twice as much. For a sheet about as wide as it is thick, the two disturbed regions overlap and equation (\ref{eq:asymptotic}) loses its basis.

\section{Why the end charge can go either way}

Two influences compete at a curved or cornered boundary. The charge sits inside the silicon, on a contour shorter than the surface. Against this, a convex conductor holds more charge per area than a flat one at the same voltage and the same distance from the gate. If the first influence acted alone, charge of density $n_s$ would lie on a rectangle drawn at depth $d$ inside the walls. Each side loses $2d$, so the perimeter falls by $8d=11$ nm to 59 nm, and $\lambda$ would be $5.9\ \mathrm{nm^{-1}}$. The self-consistent value, 6.7, lies between this and the surface value, 7.0.

A round wire shows both influences in a form that can be solved by hand. Let the silicon have radius $R$, the oxide thickness $t$, and place all the charge in a thin layer at depth $d$. Gauss's law gives a field $q\lambda/(2\pi\epsilon r)$ at radius $r$. Integrating it from $R-d$ to $R+t$ gives the voltage between layer and gate:
\begin{equation}
V=\frac{q\lambda}{2\pi}\left[
\frac{1}{\epsilon_{\rm ox}}\ln\left(1+\frac tR\right)
-\frac{1}{\epsilon_{\rm Si}}\ln\left(1-\frac dR\right)\right].
\end{equation}
For large $R$, use $\ln(1+u)=u-u^2/2+\dots$ with $u=t/R$ and $u=-d/R$:
\begin{equation}
V=\frac{q\lambda}{2\pi R}\left[a-\frac{b}{2R}+\dots\right],\qquad
a=\frac{t}{\epsilon_{\rm ox}}+\frac{d}{\epsilon_{\rm Si}},\quad
b=\frac{t^2}{\epsilon_{\rm ox}}-\frac{d^2}{\epsilon_{\rm Si}} .
\end{equation}
A flat surface at the same voltage holds $n_s=V/(qa)$. Solving for $\lambda$ and expanding the reciprocal of the bracket,
\begin{equation}
\lambda=2\pi R\,n_s\left(1+\frac{b}{2aR}+\dots\right)
=2\pi R\,n_s+\pi n_s\frac ba+\dots
\label{eq:wire}
\end{equation}
The structure is that of the sheet: surface area times flat density, plus a constant. The sign of the constant is the sign of $b$. A thick oxide raises the count and deep charge lowers it. For $t=1.0$ nm and $d=1.38$ nm, multiplying $a$ and $b$ by $\epsilon_{\rm Si}$ gives
\begin{equation}
\frac ba=\frac{3(1.0)^2-(1.38)^2}{3(1.0)+1.38}\ \mathrm{nm}\approx0.25\ \mathrm{nm},
\end{equation}
so the wire gains the equivalent of $\pi\times0.25\approx0.8$ nm of perimeter. The sheet instead loses $(7.00-6.70)/0.100\approx3$ nm. The smooth expansion cannot be carried over to the sheet, because it requires a radius of curvature much larger than $d$. A sharp corner has none, and the 5 nm end is less than four times $d$. Whether the count lies above or below the surface value cannot be read off from the wire and has to be computed for the shape at hand.

\section{When the drain voltage is not small}

A larger drain voltage removes electrons from the drain side. In the gradual-channel model with constant mobility $\mu_e$, the current has the same magnitude at every $x$:
\begin{equation}
I=q\mu_e P\,n(V)\frac{dV}{dx},\qquad n(V)=n_s\left(1-\frac{V}{V_p}\right),
\end{equation}
where $P=2(W+T)$, $V(x)$ is the channel voltage measured from the source, and $V_p$ is the voltage at which the density reaches zero. Hence $dx=(q\mu_eP/I)\,n\,dV$. Integrating $dx$ over the channel gives $L$, and integrating $Pn\,dx$ gives $N$. The prefactor cancels in the ratio:
\begin{equation}
N=PL\,\frac{\int_0^{V_D}n^2\,dV}{\int_0^{V_D}n\,dV}.
\end{equation}
With $v=V_D/V_p$, the integrals are $n_s^2V_p[1-(1-v)^3]/3$ and $n_sV_p[1-(1-v)^2]/2$. Expanding the powers and cancelling a common factor $v$,
\begin{equation}
\frac{N}{n_sPL}=\frac{1-v+v^2/3}{1-v/2}.
\end{equation}
For small $v$ this is $1-v/2$, the average of the densities at the two ends of the channel. At pinch-off, $v=1$, it is $(1/3)/(1/2)=2/3$, and the surface estimate falls from 105 to 70. The gate voltage and the density at the source are held fixed in this comparison. A 15 nm channel is not a long one: electrons may cross it with few collisions, and their velocity need not be proportional to the field. The value 70 is therefore the long-channel result and not a prediction, and even the size of the effect depends on the transport model. If the velocity saturates at $10^7$ cm/s, with $V_p\approx0.65$ V and a mobility between 100 and $400\ \mathrm{cm^2/V\,s}$, the current saturates before pinch-off, and at that point only 10 to 17 electrons have been removed instead of 35.

\section{How sharply the number is defined}

The channel exchanges electrons with source and drain, so $N$ fluctuates. In equilibrium, the probability of finding $N$ electrons is proportional to $\exp\{-[F(N)-\mu N]/k_BT_0\}$, where $F(N)$ is the free energy of the channel with $N$ electrons at fixed gate voltage. Let $Z$ be the sum of these weights. Then
\begin{align}
\langle N\rangle&=k_BT_0\frac{\partial\ln Z}{\partial\mu},\\
\frac{\partial\langle N\rangle}{\partial\mu}
&=\frac{\langle N^2\rangle-\langle N\rangle^2}{k_BT_0}.
\end{align}
The second line follows because each further derivative brings down a factor $N/k_BT_0$, while differentiating $1/Z$ supplies the subtracted square. Raising $\mu$ by $q\,\delta V$ at fixed gate has the same effect on the occupation as raising the gate voltage by $\delta V$ at fixed $\mu$. The variance is therefore
\begin{equation}
\langle(\Delta N)^2\rangle=\frac{k_BT_0}{q}\frac{dN}{dV_g}.
\end{equation}

The self-consistent wide-sheet solution, multiplied by the gated area, gives $dN/dV_g=161$ electrons per volt, a capacitance of 25.8 aF. With $k_BT_0/q=0.02585$ V, the variance is 4.17 and the spread is 2.0 electrons. The oxide alone would give $105/0.464\approx226$ electrons per volt. The actual response is smaller because adding electrons also requires the Fermi level to rise relative to the band edge at the silicon surface.

Independent classical particles with the same mean would have a spread of $\sqrt{105}\approx10$. The fluctuation here is about five times smaller. The Pauli principle alone would lower the spread only to about 8; it is mainly the energy cost of extra charge that holds the number near its mean. The result is a mean-field one for equilibrium, and it does not describe the noise of a channel carrying a large current. It also treats $N$ as the definite content of a region weakly coupled to its surroundings. The channel is wide open to source and drain, so fluctuations across its two ends contribute as well, and the spread depends on how the ends are defined: a linear-response estimate gives about 2 when the counting edges are blurred over 2 to 3.5 nm, and about 3.6 when they are sharp.

\section{Beside a real transistor}

The dimensions, the density and an oxide equivalent to 1 nm of silicon dioxide are rough values for the stacked-nanosheet transistors of advanced logic chips. Such a transistor contains several sheets, and the count here is for one. The insulator there includes a layer of higher permittivity, in which the field is lower than the 4.64 MV/cm found for silicon dioxide. Dopants hardly enter: at $10^{15}\ \mathrm{cm^{-3}}$, the channel volume of $2250\ \mathrm{nm^3}$ contains 0.002 of them on average. The electrons have a mean density of $4.7\times10^{19}\ \mathrm{cm^{-3}}$, and the Fermi level lies 47 meV above the lowest subband, or $1.8\,k_BT_0$, so Fermi statistics are needed.

The small drain voltage is one of the assumptions that matter most: at pinch-off the long-channel model removes a third of the electrons, a velocity-saturated model less. The effective gate length is also uncertain. Charge spreads in from source and drain, so the electrical edge of the channel is not sharp, and each nanometre of effective length changes the count by 7. The disturbed length of a few nanometres at each end is not small against 15 nm. In a model that solves the subbands locally along $x$, abrupt doping at the gate edge raises the number under the gate by about 6\% at $10^{20}\ \mathrm{cm^{-3}}$ and by about 23\% at $3\times10^{20}\ \mathrm{cm^{-3}}$, while doping set back by 3 to 5 nm lowers it by 4 to 6\%. Replacing the surface value of the end charge by the computed one removes about 5 for a plain 1 nm oxide. The equivalent thickness fixes the density on the flat faces but not the end charge; a physically thicker stack of the same equivalent thickness raises the count by up to about one electron. Manufactured channels commonly run along a face diagonal of the crystal's cubic cell, not along a cube axis as assumed here, which changes the masses along the gate and across the width. The effect of this on the count has not been calculated, nor have rounded corners, penetration of the waves into the oxide, exchange and correlation, and gate leakage. Within these limits, the gate controls about one hundred electrons at low drain voltage. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
width, thickness, gate length: 30, 5, 15 nm
surface density: 1.0e+13 cm^-2 = 0.100 nm^-2
perimeter: 70 nm
gated area: 1050 nm^2
ESTIMATE N: 105.0 electrons
electrons per nm of gate: 7.00 nm^-1
two wide faces only: 90.0 electrons
two narrow faces only: 15.0 electrons
if density were per footprint: 45.0 electrons
N per footprint area: 2.333e+13 cm^-2
channel volume: 2250 nm^3
mean volume density: 4.67e+19 cm^-3
total channel charge: 16.82 aC
oxide thickness (SiO2 equivalent): 1.0 nm
relative permittivity oxide, silicon: 3.9, 11.7
temperature: 300 K, kT: 25.85 meV
masses long., transv.: 0.916, 0.19 electron masses
oxide field: 4.64 MV/cm
silicon surface field: 1.55 MV/cm
oxide drop, Gauss: 0.4640 V
oxide drop, solver: 0.4640 V
gate drive for stated density: 0.7025 V
mean depth of charge below face: 1.38 nm
Fermi level above lowest subband: 46.7 meV
self-consistent line density, 30 nm: 6.696 nm^-1
self-consistent line density, 15 nm: 3.696 nm^-1
gain per nm of width: 0.2001 nm^-2 (2 n_s = 0.2000)
end charge, self-consistent: 0.696 nm^-1
end charge, surface picture: 1.000 nm^-1
SELF-CONSISTENT N: 100.4 electrons
self-consistent relative to estimate: -4.3 %
change on finer grid (15 nm sheet): -0.21 %
pinch-off factor: 0.6667
N at pinch-off, long-channel: 70.0 electrons
dN/dV of gate: 161.3 electrons per V
gate capacitance: 25.8 aF
number spread, fixed gate: 2.04 electrons
number spread, whole-number sum: 2.04
number spread if independent: 10.25 electrons
dopants in channel at 1e15 cm^-3: 0.0022
\end{verbatim}
